**Mirror Chern number and surface crossings of a rocksalt p-orbital model**

The program studies a crystal with on-site energies $\pm m$, nearest-neighbour hopping $t_{12}$, same-sublattice hopping $\pm t$ and spin–orbit strength $\lambda$; $d$ is the cation–anion distance. It asserts that the closed-form gap and Dirac velocities at $L$ agree with diagonalization, and that all four Z2 indices vanish on both sides of the inversion. It also asserts a mirror Chern number of magnitude 2 in the inverted case, shared equally between two $L$ points, and zero Chern number in the sampled uninverted cases. The output gives an inverted gap of 0.230 eV and a surface crossing 0.289 nm$^{-1}$ from $\bar X$. An edge-current count in a 36-layer film gives 1.984 net branches per face and mirror sector, against 0.000 without inversion. For a polar displacement of $0.01d$, the program asserts that the surface gap in a 140-layer film stays below 0.1 meV if the mirror is kept, and is at least 20 times larger if it is broken; the output shows $1.5\times10^{-6}$ eV and 6.7 meV. The printed Chern numbers also show that a mirror-preserving displacement of $0.03d$ makes the mirror Chern number vanish in this model.

## Program and output

```python
"""Result under test: four band inversions at the L points of a rocksalt
p-orbital crystal leave every Z2 index zero, but give a mirror Chern number
of magnitude 2 and surface Dirac crossings protected by the mirror x<->y.

Symbols: m = half the cation-anion on-site difference, t12 = sigma hopping
between sublattices, t = hopping inside the cation sublattice (-t for anions),
lam = spin-orbit strength in lam L.S, u = anion displacement relative to
cations. Energies in eV, lengths in d = a/2 (cation-anion distance).
Basis order: sublattice (cation, anion), orbital (x, y, z), spin (up, down).
"""
import numpy as np
import scipy.sparse as sp
from scipy import constants as const
from scipy.linalg import eigh
from scipy.optimize import minimize_scalar
from scipy.sparse.linalg import splu

M_INV, M_NORMAL = 1.0, 1.3
T12, T_SAME, LAM = 1.5, 0.25, 0.6
A_NM = 0.63
D_NM = A_NM / 2
ZERO = np.zeros(3)
pi = np.pi

sx = np.array([[0, 1], [1, 0]], complex)
sy = np.array([[0, -1j], [1j, 0]])
sz = np.diag([1.0, -1.0]).astype(complex)
eps = np.zeros((3, 3, 3))
for i, j, l in ((0, 1, 2), (1, 2, 0), (2, 0, 1)):
    eps[i, j, l], eps[i, l, j] = 1, -1
LS = sum(np.kron(-1j * eps[i], s / 2) for i, s in enumerate((sx, sy, sz)))
NEAR = [s * e for e in np.eye(3) for s in (1, -1)]
NEXT = [np.array(v, float) for v in np.ndindex(3, 3, 3)]
NEXT = [v - 1 for v in NEXT if abs(np.sum((v - 1) ** 2) - 2) < 1e-9]


def bloch(k, m=M_INV, t=T_SAME, lam=LAM, u=ZERO, periodic=False):
    """Bloch matrices; periodic=True makes them periodic in k."""
    k = np.atleast_2d(k)
    orb = np.zeros((len(k), 2, 3, 2, 3), complex)
    shift = np.array([0, 0, 1.0]) if periodic else ZERO
    for e in NEAR:
        b = (e + u) / np.linalg.norm(e + u)
        phase = np.exp(1j * (k @ (e - shift)))[:, None, None]
        orb[:, 0, :, 1, :] += T12 * phase * np.outer(b, b)
    orb[:, 1, :, 0, :] = orb[:, 0, :, 1, :].conj().transpose(0, 2, 1)
    for e in NEXT:
        hop = np.exp(1j * (k @ e))[:, None, None] * np.outer(e, e) / 2
        orb[:, 0, :, 0, :] += t * hop
        orb[:, 1, :, 1, :] -= t * hop
    h = np.kron(orb.reshape(len(k), 6, 6), np.eye(2))
    return h + m * np.kron(sz, np.eye(6)) + lam * np.kron(np.eye(2), LS)


# Mirror exchanging x and y, and bases of its two eigenspaces
swap = np.array([[0, 1, 0], [1, 0, 0], [0, 0, 1]])
MIRROR = np.kron(np.eye(2), np.kron(swap, -1j * (sx - sy) / np.sqrt(2)))
_, vec = np.linalg.eigh(1j * MIRROR)
PLUS, MINUS = vec[:, :6], vec[:, 6:]
assert np.allclose(MIRROR @ PLUS, 1j * PLUS)
h_test = bloch([0.37, 0.37, 1.1])[0]
assert np.allclose(MIRROR @ h_test, h_test @ MIRROR)


def edge_formula(t, lam):
    """Closed-form L-point edges (without +-m), mixing angles, velocities."""
    root_c = np.sqrt((6 * t - lam / 2) ** 2 + 2 * lam ** 2)
    root_a = np.sqrt((6 * t + lam / 2) ** 2 + 2 * lam ** 2)
    e_c = (-2 * t - lam / 2 - root_c) / 2
    e_a = (2 * t - lam / 2 + root_a) / 2
    ang_c = 0.5 * np.arctan2(-np.sqrt(2) * lam, 6 * t - lam / 2)
    ang_a = 0.5 * np.arctan2(np.sqrt(2) * lam, 6 * t + lam / 2)
    v3 = 2 * T12 * np.cos(ang_c - ang_a) / np.sqrt(3)
    v1 = 2 * T12 * abs(np.sin(ang_c - ang_a)) / np.sqrt(6)
    return e_c, e_a, ang_c, ang_a, v3, v1


e_c, e_a, ang_c, ang_a, v3, v1 = edge_formula(T_SAME, LAM)
m_crit = (e_a - e_c) / 2
gap_L = 2 * (M_INV - m_crit)
L_POINT = np.full(3, pi / 2)
n_long = np.ones(3) / np.sqrt(3)
n_tran = np.array([1, 1, -2]) / np.sqrt(6)


def direct_gap(k, **kw):
    e = np.linalg.eigvalsh(bloch(k, **kw))
    return e[:, 6] - e[:, 5]


assert abs(direct_gap(L_POINT)[0] - abs(gap_L)) < 1e-9
assert gap_L < 0 < M_NORMAL - m_crit
dq = 1e-3
slope3 = direct_gap(L_POINT + dq * n_long, m=m_crit)[0] / (2 * dq)
slope1 = direct_gap(L_POINT + dq * n_tran, m=m_crit)[0] / (2 * dq)
assert abs(slope3 / v3 - 1) < 1e-3 and abs(slope1 / v1 - 1) < 1e-3
slope_no_soc = direct_gap(L_POINT + dq * n_tran, m=4 * T_SAME,
                          lam=0.0)[0] / (2 * dq)
assert slope_no_soc < 0.02

# Bulk gap on a mesh of the whole zone
B = pi * np.array([[1, 1, 1], [1, 1, -1], [1, -1, 1]], float)
mesh = np.array(list(np.ndindex(16, 16, 16))) / 16 @ B
e_mesh = np.linalg.eigvalsh(bloch(mesh))
gap_direct = np.min(e_mesh[:, 6] - e_mesh[:, 5])
gap_indirect = e_mesh[:, 6].min() - e_mesh[:, 5].max()
assert gap_direct > 0.05


def z2_data(m):
    """Odd Kramers pairs at Gamma, X, L; (strong, weak) indices; sum mod 4."""
    odd, kinds = {}, {}
    for n in np.ndindex(2, 2, 2):
        k = np.array(n) / 2 @ B
        h = bloch(k, m=m, periodic=True)[0]
        par = -np.kron(np.diag([1, np.exp(2j * k[2])]), np.eye(6))
        assert np.allclose(par @ h, h @ par)
        occ = np.linalg.eigh(h)[1][:, :6]
        trace = np.trace(occ.conj().T @ par @ occ).real
        odd[n] = int(round((6 - trace) / 4))
        kind = "G" if sum(n) == 0 else ("X" if sum(n) == 2 else "L")
        kinds.setdefault(kind, set()).add(odd[n])
    strong = sum(odd.values()) % 2
    weak = [sum(v for n, v in odd.items() if n[i]) % 2 for i in range(3)]
    assert all(len(s) == 1 for s in kinds.values())
    pairs = [next(iter(kinds[x])) for x in "GXL"]
    return pairs, [strong] + weak, sum(odd.values()) % 4


pairs_inv, z2_inv, z4_inv = z2_data(M_INV)
pairs_nor, z2_nor, z4_nor = z2_data(M_NORMAL)
assert z2_inv == z2_nor == [0, 0, 0, 0]
assert abs(pairs_inv[2] - pairs_nor[2]) == 1 and pairs_inv[:2] == pairs_nor[:2]


def chern(basis, n=60, **kw):
    """Chern number of a mirror sector and the flux in the half around one L."""
    s = np.array(list(np.ndindex(n, n))) / n
    h = basis.conj().T @ bloch(s @ B[:2], periodic=True, **kw) @ basis
    occ = np.linalg.eigh(h)[1][:, :, :3].reshape(n, n, 6, 3)

    def link(axis):
        nxt = np.roll(occ, -1, axis=axis)
        return np.linalg.det(occ.conj().swapaxes(2, 3) @ nxt)

    l1, l2 = link(0), link(1)
    flux = np.angle(l1 * np.roll(l2, -1, 0) * np.conj(np.roll(l1, -1, 1) * l2))
    c = (np.arange(n) + 0.5) / n
    dist = np.minimum(c, 1 - c)
    half = 0.5 * (1 + np.sign(np.round(dist[:, None] - dist[None, :], 9)))
    return flux.sum() / (2 * pi), (flux * half).sum() / (2 * pi)


c_plus, flux_half = chern(PLUS)
c_minus, _ = chern(MINUS)
c_mirror = (c_plus - c_minus) / 2
assert abs(abs(c_mirror) - 2) < 1e-6 and abs(c_plus + c_minus) < 1e-6
assert abs(flux_half - c_plus / 2) < 0.01
sweep = {m: chern(PLUS, m=m)[0] for m in (1.05, 1.2, 3.0)}
for m, c in sweep.items():
    assert abs(abs(c) - (2 if m < m_crit else 0)) < 1e-6

# Second parameter set with the transverse velocity the larger one
t_alt = 0.1
alt = edge_formula(t_alt, LAM)
m_alt = (alt[1] - alt[0]) / 2 - 0.1
c_alt = chern(PLUS, m=m_alt, t=t_alt)[0]

# Polar displacement: along [110] it keeps the mirror x<->y, along [1-10]
# it breaks it. The two distorted bulk crystals are rotated copies.
U_SIZE = 0.01
along = np.array([1, 1, 0]) / np.sqrt(2)
u_keep = U_SIZE * along
u_break = U_SIZE * np.array([1, -1, 0]) / np.sqrt(2)
c_polar = {u: chern(PLUS, u=u * along)[0] for u in (0.01, 0.02, 0.03, 0.04)}
assert abs(abs(c_polar[U_SIZE]) - 2) < 1e-6
box = (np.array(list(np.ndindex(13, 13, 13))) - 6) / 12
gap_polar = min(direct_gap(box + pi / 2 * np.array(c), u=u_keep).min()
                for c in ([1, 1, 1], [1, -1, 1]))
assert gap_polar > 0.02


def layer_blocks(kx, ky, basis=None, **kw):
    """Blocks of (001) layers, by Fourier transform over kz."""
    kz = np.arange(4) * pi / 2
    h = bloch(np.column_stack([np.full(4, kx), np.full(4, ky), kz]), **kw)
    if basis is not None:
        h = basis.conj().T @ h @ basis
    return h.mean(axis=0), np.mean(h * np.exp(-1j * kz)[:, None, None], axis=0)


def slab(kx, ky, layers, basis=None, **kw):
    """Dense matrix of a (001) film."""
    inside, hop = layer_blocks(kx, ky, basis, **kw)
    up = np.kron(np.eye(layers, k=1), hop)
    return np.kron(np.eye(layers), inside) + up + up.conj().T


def middle(h):
    """Gap at half filling and its centre."""
    n = len(h)
    e = eigh(h, eigvals_only=True, subset_by_index=[n // 2 - 1, n // 2])
    return e[1] - e[0], e.mean()


def find_node(layers, **kw):
    """Smallest film gap in one mirror sector on the line kx=ky."""
    def f(q):
        return middle(slab(q, q, layers, PLUS, **kw))[0]
    qs = np.linspace(0.8, pi / 2, 32)
    q = qs[np.argmin([f(x) for x in qs])]
    step = qs[1] - qs[0]
    res = minimize_scalar(f, bounds=(q - step, min(q + step, pi / 2)),
                          method="bounded", options={"xatol": 1e-5})
    return res.x, res.fun


LAYERS = 40
q_node, gap_node = find_node(LAYERS)
e_node = middle(slab(q_node, q_node, LAYERS, PLUS))[1]
gap_xbar = middle(slab(pi / 2, pi / 2, LAYERS, PLUS))[0]
gap_trivial = find_node(LAYERS, m=M_NORMAL)[1]
assert gap_node < 0.01 and gap_xbar > 3 * gap_node and gap_trivial > 0.1


def edge_branches(m, layers=36, points=90, width=0.03):
    """Net chiral branches on one face, from the mid-gap edge current."""
    e0 = (e_c + e_a) / 2
    total, h_q = 0.0, pi / points
    top = layers // 2 * 6
    for q in np.arange(points) * h_q:
        e, v = eigh(slab(q, q, layers, PLUS, m=m),
                    subset_by_value=(e0 - 0.11, e0 + 0.11))
        if len(e) == 0:
            continue
        dh = (slab(q + 1e-4, q + 1e-4, layers, PLUS, m=m)
              - slab(q - 1e-4, q - 1e-4, layers, PLUS, m=m)) / 2e-4
        cur = np.sum(v[:top].conj() * (dh @ v)[:top], axis=0).real
        weight = np.exp(-((e - e0) / width) ** 2 / 2)
        total += h_q * np.sum(cur * weight) / (width * np.sqrt(2 * pi))
    return total


branches = edge_branches(M_INV)
branches_trivial = edge_branches(M_NORMAL)
# tolerance: finite energy window and surface-state tails past mid-film
assert abs(abs(branches) - 2) < 0.2 and abs(branches_trivial) < 0.1

# Surface gap of the distorted crystal, in a film so thick that the overlap
# of its two faces is negligible
THICK = 140
rng = np.random.default_rng(1)
BLOCK = (rng.normal(size=(12 * THICK, 12))
         + 1j * rng.normal(size=(12 * THICK, 12)))


def thick_gap(q, s, centre, u):
    """Surface gap at (q+s, q-s) from the four levels nearest to centre
    (two faces, two branches), by block inverse iteration."""
    inside, hop = layer_blocks(q + s, q - s, u=u)
    up = sp.kron(sp.eye(THICK, k=1), hop, format="csc")
    h = sp.kron(sp.eye(THICK), inside - centre * np.eye(12), format="csc")
    solver = splu((h + up + up.conj().T).tocsc(), permc_spec="NATURAL")
    block = BLOCK
    for _ in range(7):
        block = np.linalg.qr(solver.solve(block))[0]
    inv = block.conj().T @ solver.solve(block)
    theta = np.linalg.eigvalsh((inv + inv.conj().T) / 2)
    near = np.sort(1 / theta[np.argsort(-np.abs(theta))[:4]])
    return near[2] - near[1]


def thick_minimum(q_guess, u):
    """Locate the smallest gap on kx=ky roughly, then refine in thick film."""
    qs = q_guess + 0.02 * np.arange(-3, 4)
    rough = [middle(slab(q, q, LAYERS, u=u)) for q in qs]
    best = int(np.argmin([r[0] for r in rough]))
    centre = rough[best][1]
    res = minimize_scalar(lambda q: thick_gap(q, 0.0, centre, u),
                          bounds=(qs[best] - 0.025, qs[best] + 0.025),
                          method="bounded", options={"xatol": 1e-6})
    return res.x, res.fun, centre


q_film, gap_film_keep = find_node(LAYERS, u=u_keep)
q_keep, gap_keep, _ = thick_minimum(q_film, u_keep)
q_break, gap_break, centre_break = thick_minimum(q_node, u_break)
gap_side = [thick_gap(q_break, s, centre_break, u_break)
            for s in (0.003, 0.01, 0.03)]
assert gap_keep < 1e-4
assert gap_break > 20 * max(gap_keep, 1e-6)
assert min(gap_side) > gap_break

# Size of neglected effects
kT = const.k * 300 / const.e
holes_nm3 = 0.2
k_fermi = (3 * pi ** 2 * holes_nm3 / 4) ** (1 / 3)
v_mean = (v1 ** 2 * v3) ** (1 / 3) * D_NM
fermi_depth = np.hypot(gap_L / 2, v_mean * k_fermi) - abs(gap_L) / 2
to_ms = D_NM * 1e-9 * const.e / const.hbar

print(f"m inverted, m normal: {M_INV}, {M_NORMAL} eV")
print(f"t12, t, lambda: {T12}, {T_SAME}, {LAM} eV")
print(f"lattice constant a, distance d: {A_NM}, {D_NM:.3f} nm")
print(f"L edges without m, cation, anion: {e_c:.4f}, {e_a:.4f} eV")
print(f"critical m: {m_crit:.4f} eV")
print(f"signed L gap, inverted: {gap_L:.4f} eV")
print(f"signed L gap, normal: {2 * (M_NORMAL - m_crit):.4f} eV")
print(f"mixing angles cation, anion: {np.degrees(ang_c):.2f}, "
      f"{np.degrees(ang_a):.2f} degrees")
print(f"v3 formula, diagonalization: {v3:.4f}, {slope3:.4f} eV d")
print(f"v1 formula, diagonalization: {v1:.4f}, {slope1:.4f} eV d")
print(f"v3, v1: {v3 * D_NM:.4f}, {v1 * D_NM:.4f} eV nm")
print(f"v3/hbar, v1/hbar: {v3 * to_ms:.3e}, {v1 * to_ms:.3e} m/s")
print(f"transverse slope without spin-orbit: {slope_no_soc:.5f} eV d")
print(f"bulk gap on mesh, direct, indirect: {gap_direct:.4f}, "
      f"{gap_indirect:.4f} eV")
print("odd pairs at Gamma, X, L, inverted:", pairs_inv)
print("odd pairs at Gamma, X, L, normal:", pairs_nor)
print("Z2 indices (strong; three weak), inverted:", z2_inv)
print("Z2 indices (strong; three weak), normal:", z2_nor)
print("sum of odd pairs modulo 4, inverted, normal:", z4_inv, z4_nor)
print(f"Chern numbers, sectors +i, -i: {c_plus:.4f}, {c_minus:.4f}")
print(f"mirror Chern number: {c_mirror:.4f}")
print(f"flux/2pi in half plane around one L: {flux_half:.4f}")
for m, c in sweep.items():
    print(f"Chern number of +i sector at m = {m} eV: {abs(c):.4f} (magnitude)")
print(f"second set t, m: {t_alt}, {m_alt:.4f} eV")
print(f"second set v3, v1: {alt[4]:.4f}, {alt[5]:.4f} eV d")
print(f"second set |Chern number| of +i sector: {abs(c_alt):.4f}")
print(f"film layers, thickness: {LAYERS}, {(LAYERS - 1) * D_NM:.2f} nm")
print(f"surface crossing kx = ky: {q_node:.4f} /d")
print(f"crossing distance from Xbar: "
      f"{(pi / 2 - q_node) * np.sqrt(2) / D_NM:.4f} 1/nm")
print(f"crossing energy from L midgap: {e_node - (e_c + e_a) / 2:.4f} eV")
print(f"film gap at crossing, at Xbar: {gap_node:.6f}, {gap_xbar:.4f} eV")
print(f"smallest film gap on line, normal case: {gap_trivial:.4f} eV")
print(f"net edge branches, inverted, normal: {abs(branches):.3f}, "
      f"{abs(branches_trivial):.3f} (magnitude)")
for u, c in c_polar.items():
    print(f"|Chern number| of +i sector, [110] displacement {u} d "
          f"= {u * D_NM:.5f} nm: {abs(c):.4f}")
print(f"displacement in surface test: {U_SIZE} d")
print(f"bulk gap near L with this displacement: {gap_polar:.4f} eV")
print(f"{LAYERS}-layer film gap, mirror kept: {gap_film_keep:.6f} eV")
print(f"thick film layers, thickness: {THICK}, {(THICK - 1) * D_NM:.2f} nm")
print(f"thick film gap, mirror kept: {gap_keep:.2e} eV "
      f"at kx = {q_keep:.4f} /d")
print(f"thick film gap, mirror broken: {gap_break:.2e} eV "
      f"at kx = {q_break:.4f} /d")
print(f"thermal energy at 300 K: {kT:.4f} eV")
print(f"|L gap| / thermal energy: {abs(gap_L) / kT:.2f}")
print(f"rough hole density: {holes_nm3 * 1e21:.1e} cm^-3")
print(f"Fermi level below valence edge: {fermi_depth:.3f} eV")
print("tests ok")
```

Running it gives:

```
m inverted, m normal: 1.0, 1.3 eV
t12, t, lambda: 1.5, 0.25, 0.6 eV
lattice constant a, distance d: 0.63, 0.315 nm
L edges without m, cation, anion: -1.1348, 1.0950 eV
critical m: 1.1149 eV
signed L gap, inverted: -0.2298 eV
signed L gap, normal: 0.3702 eV
mixing angles cation, anion: -17.63, 12.62 degrees
v3 formula, diagonalization: 1.4962, 1.4962 eV d
v1 formula, diagonalization: 0.6170, 0.6170 eV d
v3, v1: 0.4713, 0.1944 eV nm
v3/hbar, v1/hbar: 7.160e+05, 2.953e+05 m/s
transverse slope without spin-orbit: 0.00217 eV d
bulk gap on mesh, direct, indirect: 0.2298, 0.2298 eV
odd pairs at Gamma, X, L, inverted: [3, 3, 1]
odd pairs at Gamma, X, L, normal: [3, 3, 0]
Z2 indices (strong; three weak), inverted: [0, 0, 0, 0]
Z2 indices (strong; three weak), normal: [0, 0, 0, 0]
sum of odd pairs modulo 4, inverted, normal: 0 0
Chern numbers, sectors +i, -i: -2.0000, 2.0000
mirror Chern number: -2.0000
flux/2pi in half plane around one L: -1.0000
Chern number of +i sector at m = 1.05 eV: 2.0000 (magnitude)
Chern number of +i sector at m = 1.2 eV: 0.0000 (magnitude)
Chern number of +i sector at m = 3.0 eV: 0.0000 (magnitude)
second set t, m: 0.1, 0.5342 eV
second set v3, v1: 0.9453, 1.0262 eV d
second set |Chern number| of +i sector: 2.0000
film layers, thickness: 40, 12.29 nm
surface crossing kx = ky: 1.5065 /d
crossing distance from Xbar: 0.2889 1/nm
crossing energy from L midgap: -0.0019 eV
film gap at crossing, at Xbar: 0.001041, 0.1849 eV
smallest film gap on line, normal case: 0.3968 eV
net edge branches, inverted, normal: 1.984, 0.000 (magnitude)
|Chern number| of +i sector, [110] displacement 0.01 d = 0.00315 nm: 2.0000
|Chern number| of +i sector, [110] displacement 0.02 d = 0.00630 nm: 2.0000
|Chern number| of +i sector, [110] displacement 0.03 d = 0.00945 nm: 0.0000
|Chern number| of +i sector, [110] displacement 0.04 d = 0.01260 nm: 0.0000
displacement in surface test: 0.01 d
bulk gap near L with this displacement: 0.1613 eV
40-layer film gap, mirror kept: 0.006849 eV
thick film layers, thickness: 140, 43.79 nm
thick film gap, mirror kept: 1.50e-06 eV at kx = 1.5038 /d
thick film gap, mirror broken: 6.71e-03 eV at kx = 1.5065 /d
thermal energy at 300 K: 0.0259 eV
|L gap| / thermal energy: 8.89
rough hole density: 2.0e+20 cm^-3
Fermi level below valence edge: 0.204 eV
tests ok
```
